# Density-of-States Mass from the Seebeck Coefficient: Acoustic versus Ionized-Impurity Scattering: a program that tests the result

```python
"""Density-of-states mass from Seebeck magnitude S, density n, temperature T.
Result under test, for one parabolic band with tau ~ E**r and p = r + 3/2:
  S = (k/e) [ (p+1) F_p / (p F_{p-1}) - eta ]
  m = h^2/(2 k T) [ n / (4 pi F_{1/2}(eta)) ]^(2/3)
F_j(eta) = integral of x^j / (1 + exp(x-eta)), x = E/kT, eta = mu/kT.
p = 1: acoustic phonons; p = 3: ionized impurities with constant logarithm.
Masses are returned in units of the free-electron mass."""
import numpy as np
import mpmath as mp
from scipy.constants import k as KB, e as Q, h as H, hbar, m_e, epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

T = 300.0
N = 2e19 * 1e6          # carriers per cubic metre
S_IN = 200e-6           # V/K
KT = KB * T
UNIT = KB / Q           # natural unit of the Seebeck coefficient
TARGET = S_IN / UNIT
GAP = 0.15 * Q          # rough gap used only for sizing corrections
VALLEYS = 6
NAMES = {1: "acoustic", 3: "impurity"}

# Gauss-Legendre nodes in sqrt(x) remove the square-root behaviour at x = 0
nodes, weights = np.polynomial.legendre.leggauss(600)
U = 6.1 * (nodes + 1)
X = U**2
W = 6.1 * weights * 2 * U


def integral(values):
    return float(np.sum(W * values))


def fermi(j, eta):
    return integral(X**j * expit(eta - X))


def window(eta):
    return expit(eta - X) * expit(X - eta)


def seebeck(eta, p):
    return (p + 1) * fermi(p, eta) / (p * fermi(p - 1, eta)) - eta


def seebeck_from_sigma(sigma, eta):
    w = sigma * window(eta)
    return integral(w * (X - eta)) / integral(w)


def solve_eta(p, target=TARGET):
    return brentq(lambda y: seebeck(y, p) - target, -15, 100, xtol=1e-12)


def mass_from(density, count_integral, temp=T):
    return (H**2 / (2 * KB * temp * m_e)
            * (density / (4 * np.pi * count_integral))**(2 / 3))


def mass(eta, density=N, temp=T):
    return mass_from(density, fermi(0.5, eta), temp)


eta0 = {p: solve_eta(p) for p in (1, 3)}
m0 = {p: mass(eta0[p]) for p in (1, 3)}

# Fermi integrals against polylogarithms
for j in (0.5, 1, 2, 3):
    for y in (-2.0, 0.3, 3.0):
        ref = float(mp.re(-mp.gamma(j + 1) * mp.polylog(j + 1, -mp.exp(y))))
        assert abs(fermi(j, y) / ref - 1) < 1e-8


def kspace_sum(eta, m_dos, r, points=110):
    """Density and Seebeck along two axes from six anisotropic valleys."""
    m_valley = m_dos * m_e / VALLEYS**(2 / 3)
    masses = m_valley * np.array([0.5, 1.0, 2.0])
    kmax = np.sqrt(2 * masses[2] * KT * (eta + 32)) / hbar
    dk = kmax / points
    k1 = (np.arange(points) + 0.5) * dk
    kx, ky, kz = np.meshgrid(k1, k1, k1, indexing="ij", sparse=True)
    energy = hbar**2 / 2 * (kx**2 / masses[0] + ky**2 / masses[1]
                            + kz**2 / masses[2])
    mu = eta * KT

    def occ(temp, level):
        return expit((level - energy) / (KB * temp))

    density = VALLEYS * 2 * 8 * dk**3 / (2 * np.pi)**3 * occ(T, mu).sum()
    d_temp = occ(T + 0.5, mu) - occ(T - 0.5, mu)
    step = 0.002 * KT
    d_mu = (occ(T, mu + step) - occ(T, mu - step)) / (2 * step)
    tau = (energy / KT)**r
    result = []
    for comp, m_axis in ((kx, masses[0]), (kz, masses[2])):
        v2tau = (hbar * comp / m_axis)**2 * tau
        result.append(-(v2tau * d_temp).sum() / (v2tau * d_mu).sum() / Q)
    return density, result


forward = {}
for p in (1, 3):
    forward[p] = kspace_sum(eta0[p], m0[p], p - 1.5)
    assert abs(forward[p][0] / N - 1) < 1e-5
    for value in forward[p][1]:
        assert abs(value / (-S_IN) - 1) < 5e-4

# Monotonic Seebeck curve, its derivative, and its order in p
scan = np.linspace(-10, 60, 141)
curves = {p: np.array([seebeck(y, p) for y in scan]) for p in (1, 3)}
for p in (1, 3):
    assert np.all(np.diff(curves[p]) < 0)
    for y in (-2.0, eta0[p], 8.0):
        first = integral(X**p * window(y))
        second = integral(p * X**(p - 1) * window(y))
        slope = p - (p + 1) * fermi(p, y) * second / first**2
        numeric = (seebeck(y + 1e-4, p) - seebeck(y - 1e-4, p)) / 2e-4
        assert abs(slope - numeric) < 1e-6
assert np.all(curves[3] > curves[1])


def mass_ratio(s_volt):
    a, b = (solve_eta(p, s_volt / UNIT) for p in (1, 3))
    return mass(b) / mass(a)


ratios = {s: mass_ratio(s * 1e-6) for s in (10, 100, 200, 300, 1000)}
assert abs(ratios[10] * 3 - 1) < 0.005
assert abs(ratios[1000] / np.exp(-4 / 3) - 1) < 0.002

# Hall factor: low-field formula against finite-field conductivities
hall = {}
for p in (1, 3):
    win = window(eta0[p])
    tau = X**(p - 1.5)
    base = integral(X**1.5 * win)
    hall[p] = (integral(X**1.5 * tau**2 * win) * base
               / integral(X**1.5 * tau * win)**2)
    wc = 1e-4
    den = 1 + (wc * tau)**2
    sxx = integral(X**1.5 * tau / den * win) / base
    sxy = integral(X**1.5 * wc * tau**2 / den * win) / base
    assert abs(sxy / (wc * (sxx**2 + sxy**2)) / hall[p] - 1) < 1e-4


def coulomb_log(b):
    small = b**2 / 2 - 2 * b**3 / 3 + 3 * b**4 / 4
    return np.where(b < 1e-3, small, np.log1p(b) - b / (1 + b))


# Angular integral of the screened Coulomb rate; its local energy exponent
for k2, q2 in ((0.2, 1.0), (3.0, 0.7)):
    direct = quad(lambda c: (1 - c) / (2 * k2 * (1 - c) + q2)**2, -1, 1)[0]
    assert abs(direct * 4 * k2**2 / coulomb_log(4 * k2 / q2) - 1) < 1e-8
b_scan = np.logspace(-2, 4, 601)
exponent = np.gradient(np.log(b_scan**1.5 / coulomb_log(b_scan)),
                       np.log(b_scan))
assert np.all((exponent > -0.5) & (exponent < 1.5))


def screened_b(eta, eps_r):
    """b = 4 k^2 / q_s^2 at x = 1, with the mass fixed by the density."""
    m_valley = mass(eta) * m_e / VALLEYS**(2 / 3)
    dlog_n = integral(np.sqrt(X) * window(eta)) / fermi(0.5, eta)
    q2 = Q**2 * N * dlog_n / (eps_r * epsilon_0 * KT)
    return 8 * m_valley * KT / (hbar**2 * q2)


def screened_gap(eta, eps_r):
    sigma = X**3 / coulomb_log(screened_b(eta, eps_r) * X)
    return seebeck_from_sigma(sigma, eta) - TARGET


screened = {}
for eps_r in (10, 100, 400):
    signs = np.sign([screened_gap(y, eps_r) for y in np.linspace(-4, 8, 121)])
    assert np.count_nonzero(np.diff(signs)) == 1
    root = brentq(screened_gap, -4, 8, args=(eps_r,))
    screened[eps_r] = (mass(root), screened_b(root, eps_r))
    assert m0[3] < screened[eps_r][0] < m0[1]

# Acoustic plus impurity rates, equal at E = 2 kT
mix_sigma = X**1.5 / (X**0.5 + 4 * X**-1.5)
eta_mix = brentq(lambda y: seebeck_from_sigma(mix_sigma, y) - TARGET, -5, 12)
m_mix = mass(eta_mix)
assert m0[3] < m_mix < m0[1]

# Nonparabolic band: E (1 + E/gap) = hbar^2 k^2 / (2 m_edge)
alpha = KT / GAP
gamma = X * (1 + alpha * X)
bend = 1 + 2 * alpha * X
kane = {}
kk = (np.arange(20000) + 0.5) * 28 / 20000


def kane_energy(kval):
    return (np.sqrt(1 + 4 * alpha * kval**2) - 1) / (2 * alpha)


for p in (1, 3):
    sigma = gamma**p / bend**2
    y = brentq(lambda z: seebeck_from_sigma(sigma, z) - TARGET, -5, 12)
    count = integral(np.sqrt(gamma) * bend * expit(y - X))
    kane[p] = mass_from(N, count)
    en = kane_energy(kk)
    vel = (kane_energy(kk + 1e-4) - kane_energy(kk - 1e-4)) / 2e-4
    dos = kk**2 / vel
    tau = (1 if p == 1 else kk**4) / dos
    w = kk**2 * vel**2 * tau * expit(y - en) * expit(en - y)
    assert abs((w * (en - y)).sum() / w.sum() / TARGET - 1) < 1e-5
    direct = 2 * (kk**2 * expit(y - en)).sum() * 28 / 20000
    assert abs(direct / count - 1) < 1e-5

# Minority holes across the gap, equal masses and scattering prefactors
g = GAP / KT


def two_band(eta, p):
    ce, ch = p * fermi(p - 1, eta), p * fermi(p - 1, -g - eta)
    return (ce * seebeck(eta, p) - ch * seebeck(-g - eta, p)) / (ce + ch)


bip, holes = {}, {}
for p in (1, 3):
    y = brentq(lambda z: two_band(z, p) - TARGET, -1, 8)
    bip[p] = mass(y)
    holes[p] = fermi(0.5, -g - y) / fermi(0.5, y)
    moments = []
    for power in (0, 1):
        def electron(x):
            return x**p * (x - y)**power * expit(y - x) * expit(x - y)

        def hole(x):
            return ((-x - g)**p * (x - y)**power
                    * expit(y - x) * expit(x - y))
        moments.append(quad(electron, 0, 70, limit=200)[0]
                       + quad(hole, -g - 70, -g, limit=200)[0])
    assert abs(moments[1] / moments[0] / TARGET - 1) < 1e-6


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Seebeck magnitude", S_IN * 1e6, "uV/K")
show("density", N / 1e6, "cm^-3")
show("temperature", T, "K")
show("k/e", UNIT * 1e6, "uV/K", 5)
show("reduced Seebeck S e/k", TARGET, "", 5)
for p in (1, 3):
    name, y = NAMES[p], eta0[p]
    show(f"{name} eta", y)
    show(f"{name} mu from band edge", y * KT / Q * 1e3, "meV")
    show(f"{name} F_{p - 1}", fermi(p - 1, y), "", 5)
    show(f"{name} F_{p}", fermi(p, y), "", 5)
    show(f"{name} F_1/2", fermi(0.5, y), "", 5)
    show(f"{name} mass", m0[p], "m_e")
    print(f"{name} k-sum: n = {forward[p][0] / 1e6:.5g} cm^-3, S = "
          f"{forward[p][1][0] * 1e6:.2f}, {forward[p][1][1] * 1e6:.2f} uV/K")
show("mass change acoustic to impurity", 100 * (m0[3] / m0[1] - 1), "%", 3)
show("impurity S if acoustic mass is kept",
     seebeck(eta0[1], 3) * UNIT * 1e6, "uV/K")
for s, value in ratios.items():
    show(f"mass ratio impurity/acoustic at {s} uV/K", value)
show("nondegenerate limit exp(-4/3)", np.exp(-4 / 3))
for p in (1, 3):
    name = NAMES[p]
    boltz = mass_from(N, np.sqrt(np.pi) / 2 * np.exp(p + 1 - TARGET))
    eta_deg = np.pi**2 * p / (3 * TARGET)
    degen = mass_from(N, 2 / 3 * eta_deg**1.5)
    show(f"{name} Maxwell-Boltzmann mass", boltz, "m_e", 3)
    show(f"{name} degenerate-formula mass", degen, "m_e", 3)
    lo, hi = (mass(solve_eta(p, s / UNIT)) for s in (190e-6, 210e-6))
    print(f"{name} mass at 190, 210 uV/K: {lo:.3f}, {hi:.3f} m_e")
    show(f"{name} Hall factor", hall[p])
    show(f"{name} mass if n is a Hall density",
         mass(eta0[p], N * hall[p]), "m_e", 3)
    show(f"{name} band-edge mass, nonparabolic", kane[p], "m_e", 3)
    print(f"{name} with holes: mass {bip[p]:.4f} m_e, "
          f"hole/electron ratio {holes[p]:.2e}")
show("acoustic mass if T is 310 K", mass(eta0[1], N, 310.0), "m_e")
show("gap used for corrections", GAP / Q, "eV")
for eps_r, (value, b_one) in screened.items():
    print(f"screened impurity, permittivity {eps_r}: mass {value:.3f} m_e, "
          f"b at kT {b_one:.3g}")
show("mixed scattering mass", m_mix, "m_e", 3)
print("verified")
```

Printed output:

```
Seebeck magnitude: 200 uV/K
density: 2e+19 cm^-3
temperature: 300 K
k/e: 86.173 uV/K
reduced Seebeck S e/k: 2.3209
acoustic eta: 0.07404
acoustic mu from band edge: 1.914 meV
acoustic F_0: 0.73085
acoustic F_1: 0.87518
acoustic F_1/2: 0.71872
acoustic mass: 0.9885 m_e
acoustic k-sum: n = 2e+19 cm^-3, S = -200.00, -200.00 uV/K
impurity eta: 3.005
impurity mu from band edge: 77.7 meV
impurity F_2: 19.035
impurity F_3: 76.038
impurity F_1/2: 3.9859
impurity mass: 0.3155 m_e
impurity k-sum: n = 2e+19 cm^-3, S = -200.00, -200.00 uV/K
mass change acoustic to impurity: -68.1 %
impurity S if acoustic mass is kept: 356.8 uV/K
mass ratio impurity/acoustic at 10 uV/K: 0.3339
mass ratio impurity/acoustic at 100 uV/K: 0.3476
mass ratio impurity/acoustic at 200 uV/K: 0.3192
mass ratio impurity/acoustic at 300 uV/K: 0.29
mass ratio impurity/acoustic at 1000 uV/K: 0.2636
nondegenerate limit exp(-4/3): 0.2636
acoustic Maxwell-Boltzmann mass: 1.06 m_e
acoustic degenerate-formula mass: 0.733 m_e
acoustic mass at 190, 210 uV/K: 0.906, 1.077 m_e
acoustic Hall factor: 1.133
acoustic mass if n is a Hall density: 1.07 m_e
acoustic band-edge mass, nonparabolic: 0.926 m_e
acoustic with holes: mass 1.0207 m_e, hole/electron ratio 3.85e-03
impurity Maxwell-Boltzmann mass: 0.281 m_e
impurity degenerate-formula mass: 0.244 m_e
impurity mass at 190, 210 uV/K: 0.292, 0.340 m_e
impurity Hall factor: 1.347
impurity mass if n is a Hall density: 0.385 m_e
impurity band-edge mass, nonparabolic: 0.165 m_e
impurity with holes: mass 0.3155 m_e, hole/electron ratio 3.33e-05
acoustic mass if T is 310 K: 0.9566 m_e
gap used for corrections: 0.15 eV
screened impurity, permittivity 10: mass 0.550 m_e, b at kT 0.535
screened impurity, permittivity 100: mass 0.386 m_e, b at kT 4.72
screened impurity, permittivity 400: mass 0.359 m_e, b at kT 18.5
mixed scattering mass: 0.635 m_e
verified
```
